# Why a Hubbard correction does not make hafnia a Mott insulator: a program that tests the result

```python
"""Result under test: in a d0 oxide (model of cubic hafnia) the Dudarev potential
V = Ueff*(1/2 - n) raises nearly empty 5d orbitals and so widens an existing band
gap; it does not create a Mott insulator.
n: 5x5 d occupation matrix per spin; Ueff = U - J; energies in eV, lengths in nm.
The oxygen 2p level is the energy zero. Six bands per spin are filled.
A small p-d ring, solved exactly, supplies the contrast with a true Mott gap."""
from itertools import combinations, product
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.optimize import brentq
from scipy.sparse import csr_matrix, diags, identity, kron
from scipy.sparse.linalg import eigsh

rng = np.random.default_rng(4)
I5 = np.eye(5)

# ---------- input parameters (rough model values) ----------
A = 0.51                       # cubic lattice constant
PD_S, PD_P = -2.4, 1.1         # Hf d - O p hoppings, sigma and pi
PP_S, PP_P = 0.6, -0.1         # O p - O p hoppings
DD_S, DD_P = -0.4, 0.2         # Hf d - Hf d hoppings
GAP0 = 4.0                     # uncorrected gap used to place the d level
U_FULL, J_FULL = 7.0, 1.0
UEFF = U_FULL - J_FULL
SOC = 0.3                      # rough 5d spin-orbit constant
FEEDBACK = 3.0                 # assumed d-level rise per added d electron
POLAR = 0.025                  # uniform O displacement against Hf

# ---------- the functional and its potential ----------
occ = rng.random((2, 5))
flat = occ.ravel()
spin = np.repeat([0, 1], 5)
pair_energy = 0.0
for i in range(10):
    for j in range(10):
        if i != j:
            coupling = U_FULL - (J_FULL if spin[i] == spin[j] else 0.0)
            pair_energy += 0.5 * coupling * flat[i] * flat[j]
N_tot, N_spin = flat.sum(), occ.sum(axis=1)
double_count = (0.5 * U_FULL * N_tot * (N_tot - 1)
                - 0.5 * J_FULL * np.sum(N_spin * (N_spin - 1)))
assert abs(pair_energy - double_count - 0.5 * UEFF * np.sum(flat - flat**2)) < 1e-10


def dudarev_energy(n):
    return 0.5 * UEFF * np.trace(n - n @ n)


def dudarev_potential(n, u):
    return u * (0.5 * I5 - n)


n_test, direction = rng.random((5, 5)), rng.random((5, 5))
n_test, direction = n_test + n_test.T, direction + direction.T
h = 1e-4
numeric = (dudarev_energy(n_test + h * direction)
           - dudarev_energy(n_test - h * direction)) / (2 * h)
assert abs(numeric - np.trace(dudarev_potential(n_test, UEFF) @ direction)) < 1e-6

# ---------- fluorite lattice; d orbitals as traceless symmetric tensors ----------
Q = np.zeros((5, 3, 3))
Q[0] = np.diag([-1, -1, 2]) / np.sqrt(6)
Q[1] = np.diag([1, -1, 0]) / np.sqrt(2)
for m, (i, j) in enumerate([(1, 2), (0, 2), (0, 1)], start=2):
    Q[m, i, j] = Q[m, j, i] = 1 / np.sqrt(2)
RECIP = 2 * np.pi / A * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])


def half_mesh(size):
    """Gamma-centred mesh; k and -k are represented once, with weight two."""
    kept, weight = [], []
    for index in product(range(size), repeat=3):
        minus = tuple((-x) % size for x in index)
        if index <= minus:
            kept.append(index)
            weight.append(1.0 if index == minus else 2.0)
    weight = np.array(weight)
    return np.array(kept) @ RECIP / size, weight / weight.sum()


def d_parts(u):
    """Sigma amplitude and pi vector of each d orbital about the unit vector u."""
    sigma = np.sqrt(1.5) * np.einsum('mab,a,b->m', Q, u, u)
    vec = np.sqrt(2) * Q @ u
    return sigma, vec - np.outer(vec @ u, u)


def bloch(kpts, polar=0.0):
    """Hopping matrices; order: 5 d, 3 p on the first O, 3 p on the second O."""
    H = np.zeros((len(kpts), 11, 11), complex)
    ideal = np.sqrt(3) * A / 4
    for signs in product((1, -1), repeat=3):
        bond = A / 4 * np.array(signs) + np.array([0, 0, polar])
        length = np.linalg.norm(bond)
        u = -bond / length                      # from O to Hf
        sigma, pi = d_parts(u)
        block = (PD_S * np.outer(sigma, u) + PD_P * pi) * (ideal / length)**3.5
        col = 5 if np.prod(signs) > 0 else 8
        H[:, :5, col:col + 3] += np.exp(1j * kpts @ bond)[:, None, None] * block
    for axis in range(3):
        for sign in (1, -1):
            u = np.zeros(3)
            u[axis] = sign
            block = PP_S * np.outer(u, u) + PP_P * (np.eye(3) - np.outer(u, u))
            phase = np.exp(1j * kpts @ (u * A / 2))
            H[:, 5:8, 8:11] += phase[:, None, None] * block
    for vector in product((-1, 0, 1), repeat=3):
        if np.abs(vector).sum() == 2:
            bond = A / 2 * np.array(vector)
            sigma, pi = d_parts(bond / np.linalg.norm(bond))
            block = DD_S * np.outer(sigma, sigma) + DD_P * pi @ pi.T
            H[:, :5, :5] += np.exp(1j * kpts @ bond)[:, None, None] * block
    H[:, 5:, :5] = H[:, :5, 5:].conj().transpose(0, 2, 1)
    H[:, 8:, 5:8] = H[:, 5:8, 8:].conj().transpose(0, 2, 1)
    return H


def with_d_potential(H0, V):
    H = H0.copy()
    H[:, :5, :5] += V
    return H


def band_gap(energies, filled=6):
    return energies[:, filled].min() - energies[:, filled - 1].max()


def gap_of(H0, V):
    return band_gap(np.linalg.eigvalsh(with_d_potential(H0, V)))


def solve(H0, weight, eps_d, u, start=None, feedback=0.0, n_ref=0.0):
    """Self-consistent Dudarev solution for one spin channel."""
    n = np.zeros((5, 5)) if start is None else start.copy()
    mix = 1.0 if u == 0 else 0.6
    for _ in range(300):
        level = eps_d + feedback * (2 * np.trace(n) - n_ref)
        V = dudarev_potential(n, u) + level * I5
        energies, states = np.linalg.eigh(with_d_potential(H0, V))
        c = states[:, :5, :6]
        rho = (c @ c.conj().transpose(0, 2, 1)).real
        new = np.tensordot(weight, rho, axes=1)
        if np.abs(new - n).max() < 1e-10:
            return {'e': energies, 'c': states, 'n': n, 'V': V,
                    'gap': band_gap(energies)}
        n = n + mix * (new - n)
    raise RuntimeError('self-consistency not reached')


kpts, weight = half_mesh(8)
H0 = bloch(kpts)
eps_d = brentq(lambda x: gap_of(H0, x * I5) - GAP0, 0.0, 15.0)
base = solve(H0, weight, eps_d, 0.0)
n0 = base['n']
assert np.abs(n0 - np.diag(np.diag(n0))).max() < 1e-8      # cubic symmetry
assert abs(n0[0, 0] - n0[1, 1]) < 1e-8 and abs(n0[2, 2] - n0[4, 4]) < 1e-8

# ---------- slope of the gap: edge characters against finite differences ----------
k_c, k_v = base['e'][:, 6].argmin(), base['e'][:, 5].argmax()
c_edge, v_edge = base['c'][k_c, :5, 6], base['c'][k_v, :5, 5]
weight_c, weight_v = np.vdot(c_edge, c_edge).real, np.vdot(v_edge, v_edge).real
slope_c = np.vdot(c_edge, (0.5 * I5 - n0) @ c_edge).real
slope_v = np.vdot(v_edge, (0.5 * I5 - n0) @ v_edge).real
slope = slope_c - slope_v
du = 0.02
slope_numeric = (solve(H0, weight, eps_d, du)['gap']
                 - solve(H0, weight, eps_d, -du)['gap']) / (2 * du)
assert abs(slope - slope_numeric) < 2e-4

# ---------- finite correction ----------
middle = solve(H0, weight, eps_d, UEFF / 2)
final = solve(H0, weight, eps_d, UEFF)
n_eigs = np.linalg.eigvalsh(final['n'])
assert n_eigs.min() > 0 and n_eigs.max() < 0.5
rises = final['e'] - base['e']
ceiling = UEFF * (0.5 - n_eigs.min())
assert rises.min() > -1e-8 and rises.max() < ceiling + 1e-8
opening = final['gap'] - base['gap']
rise_c = final['e'][:, 6].min() - base['e'][:, 6].min()
rise_v = final['e'][:, 5].max() - base['e'][:, 5].max()
assert 0 < opening < UEFF / 2 and rise_c > 3 * abs(rise_v)

rigid_shift = UEFF * (0.5 - np.trace(final['n']) / 5)
gap_rigid = gap_of(H0, (eps_d + rigid_shift) * I5)
assert abs(gap_rigid - final['gap']) < 0.4

seeded = solve(H0, weight, eps_d, UEFF, start=0.9 * I5)
moment = np.trace(seeded['n'] - final['n'])
assert abs(moment) < 1e-7

# ---------- neglected effects ----------
fine = bloch(half_mesh(16)[0])
fine_gap0, fine_gap = gap_of(fine, base['V']), gap_of(fine, final['V'])
assert abs((fine_gap - fine_gap0) - opening) < 0.1

levi = np.zeros((3, 3, 3))
for i, j, l in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    levi[i, j, l], levi[i, l, j] = 1, -1
L = np.array([[[np.trace(Q[m] @ (-1j * levi[a] @ Q[p] - Q[p] @ (-1j * levi[a])))
                for p in range(5)] for m in range(5)] for a in range(3)])
assert np.allclose(sum(x @ x for x in L), 6 * I5)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def gap_spin_orbit(V):
    H = with_d_potential(H0, V)
    full = np.zeros((len(H), 22, 22), complex)
    full[:, :11, :11] = full[:, 11:, 11:] = H
    for s in range(2):
        for t in range(2):
            block = 0.5 * SOC * np.tensordot(pauli[:, s, t], L, axes=1)
            full[:, 11 * s:11 * s + 5, 11 * t:11 * t + 5] += block
    return band_gap(np.linalg.eigvalsh(full), 12)


soc_gap0, soc_gap = gap_spin_orbit(base['V']), gap_spin_orbit(final['V'])
d_count0, d_count = 2 * np.trace(n0), 2 * np.trace(final['n'])
relaxed = solve(H0, weight, eps_d, UEFF, feedback=FEEDBACK, n_ref=d_count0)
assert 0 < relaxed['gap'] - GAP0 < opening
H_polar = bloch(kpts, POLAR)
polar0 = solve(H_polar, weight, eps_d, 0.0)
polar = solve(H_polar, weight, eps_d, UEFF)
thermal = np.exp(-GAP0 * charge / (2 * boltzmann * 300.0))

# ---------- exact p-d ring: four cells, even orbitals d, odd orbitals p ----------
RING_D, RING_T, CELLS = 6.0, 1.5, 4
SITES = 2 * CELLS
ring = np.diag([RING_D, 0.0] * CELLS)
for i in range(SITES):
    j = (i + 1) % SITES
    ring[i, j] = ring[j, i] = RING_T


def one_spin(count):
    dets = list(combinations(range(SITES), count))
    index = {det: i for i, det in enumerate(dets)}
    rows, cols, vals = [], [], []
    occupation = np.zeros((len(dets), SITES))
    for col, det in enumerate(dets):
        occupation[col, list(det)] = 1
        rows.append(col)
        cols.append(col)
        vals.append(sum(ring[p, p] for p in det))
        for p in det:
            for q in range(SITES):
                if q not in det and ring[q, p] != 0:
                    between = sum(min(p, q) < r < max(p, q) for r in det)
                    target = tuple(sorted((set(det) - {p}) | {q}))
                    rows.append(index[target])
                    cols.append(col)
                    vals.append((-1)**between * ring[q, p])
    return csr_matrix((vals, (rows, cols)), shape=(len(dets),) * 2), occupation


def exact_energy(up, down, u):
    h_up, occ_up = one_spin(up)
    h_dn, occ_dn = one_spin(down)
    double = (occ_up[:, ::2] @ occ_dn[:, ::2].T).ravel()
    H = (kron(h_up, identity(h_dn.shape[0])) + kron(identity(h_up.shape[0]), h_dn)
         + diags(u * double)).tocsr()
    start = rng.standard_normal(H.shape[0])
    return eigsh(H, k=1, which='SA', v0=start, return_eigenvectors=False)[0]


def exact_gap(per_spin, u):
    return (exact_energy(per_spin + 1, per_spin, u)
            + exact_energy(per_spin, per_spin - 1, u)
            - 2 * exact_energy(per_spin, per_spin, u))


def ring_mean_field(per_spin, potential):
    """Mean-field ring from a staggered-moment start; n[spin, d site]."""
    n = np.array([[0.9, 0.1] * 2, [0.1, 0.9] * 2])
    for _ in range(3000):
        new, homo, lumo = np.zeros_like(n), [], []
        for s in range(2):
            H = ring.copy()
            H[range(0, SITES, 2), range(0, SITES, 2)] += potential(n)[s]
            e, c = np.linalg.eigh(H)
            new[s] = np.sum(c[::2, :per_spin]**2, axis=1)
            homo.append(e[per_spin - 1])
            lumo.append(e[per_spin])
        if np.abs(new - n).max() < 1e-10:
            return min(lumo) - max(homo), n
        n = n + 0.5 * (new - n)
    raise RuntimeError('ring self-consistency not reached')


empty0, empty_u = exact_gap(4, 0.0), exact_gap(4, UEFF)
half0, half_u = exact_gap(6, 0.0), exact_gap(6, UEFF)
levels = np.linalg.eigvalsh(ring)
assert abs(empty0 - (levels[4] - levels[3])) < 1e-7
assert abs(half0) < 1e-7 and half_u > 2.0
plus_u_empty, n_empty = ring_mean_field(4, lambda n: UEFF * (0.5 - n))
repulsion_empty, _ = ring_mean_field(4, lambda n: UEFF * n[::-1])
plus_u_half, n_half = ring_mean_field(6, lambda n: UEFF * (0.5 - n))
moment_empty = np.abs(n_empty[0] - n_empty[1]).max()
moment_half = np.abs(n_half[0] - n_half[1]).max()
assert moment_empty < 1e-7 and moment_half > 0.5 and plus_u_half > 2.0
assert 0 < empty_u - empty0 < (plus_u_empty - empty0) / 3
assert 0 < repulsion_empty - empty0 < (plus_u_empty - empty0) / 3
shift_half = UEFF * (0.5 - n_half)
assert shift_half.min() < 0 < shift_half.max()


def folded(kvec):
    """Shortest equivalent k, as sorted absolute components in units of 2 pi/a."""
    images = [kvec + np.array(g) @ RECIP for g in product(range(-3, 4), repeat=3)]
    best = min(images, key=np.linalg.norm) * A / (2 * np.pi)
    return ' '.join(f'{x:.3f}' for x in np.sort(np.abs(best)))


print(f'Lattice constant {A:.2f} nm; U {U_FULL:.1f}, J {J_FULL:.1f}, Ueff {UEFF:.1f} eV')
print(f'pd sigma, pi hoppings: {PD_S:.1f}, {PD_P:.1f} eV')
print(f'pp sigma, pi hoppings: {PP_S:.1f}, {PP_P:.1f} eV')
print(f'dd sigma, pi hoppings: {DD_S:.1f}, {DD_P:.1f} eV')
print(f'Fitted d level above O 2p level: {eps_d:.3f} eV')
print(f'Uncorrected gap (input): {base["gap"]:.3f} eV')
print(f'Conduction edge k (2pi/a): {folded(kpts[k_c])}')
print(f'Valence edge k (2pi/a): {folded(kpts[k_v])}')
print(f'Occupation per spin at Ueff=0: eg {n0[0, 0]:.4f}, t2g {n0[2, 2]:.4f}')
print(f'Occupation per spin at full Ueff: eg {final["n"][0, 0]:.4f}, '
      f't2g {final["n"][2, 2]:.4f}')
print(f'd electrons per Hf: {d_count0:.3f} before, {d_count:.3f} after')
print(f'd weight at Ueff=0: conduction edge {weight_c:.4f}, valence edge {weight_v:.4f}')
print(f'Edge slopes: conduction {slope_c:.4f}, valence {slope_v:.4f} eV/eV')
print(f'Gap slope: formula {slope:.5f}, finite difference {slope_numeric:.5f} eV/eV')
print(f'Gap at Ueff={UEFF / 2:.1f} eV: {middle["gap"]:.3f} eV')
print(f'Gap at Ueff={UEFF:.1f} eV: {final["gap"]:.3f} eV; opening {opening:.3f} eV')
print(f'First-order opening, slope times Ueff: {slope * UEFF:.3f} eV')
print(f'Edge rises: conduction {rise_c:.3f}, valence {rise_v:.3f} eV')
print(f'All band rises: {abs(rises.min()):.3f} to {rises.max():.3f} eV; '
      f'ceiling {ceiling:.3f} eV')
print(f'Rigid d shift {rigid_shift:.3f} eV gives gap {gap_rigid:.3f} eV')
print(f'Moment left from polarized start: {abs(moment):.1e} Bohr magneton')
print(f'Finer mesh: gap {fine_gap0:.3f} before, {fine_gap:.3f} eV after')
print(f'Spin-orbit {SOC:.1f} eV: gap {soc_gap0:.3f} before, {soc_gap:.3f} eV after')
print(f'Charge feedback {FEEDBACK:.1f} eV/electron: corrected gap '
      f'{relaxed["gap"]:.3f} eV')
print(f'Polar O shift {POLAR:.3f} nm: gap {polar0["gap"]:.3f} before, '
      f'{polar["gap"]:.3f} eV after')
print(f'Thermal factor exp(-gap/2kT), uncorrected gap, 300 K: {thermal:.1e}')
print(f'Ring: {CELLS} cells, d level {RING_D:.1f} eV, hopping {RING_T:.1f} eV, '
      f'U {UEFF:.1f} eV')
print(f'Ring, empty d shell, exact gap: U=0 {empty0:.3f}, with U {empty_u:.3f} eV')
print(f'Ring, empty d shell, mean-field repulsion gap: {repulsion_empty:.3f} eV')
print(f'Ring, empty d shell, Dudarev gap: {plus_u_empty:.3f} eV; '
      f'moment {moment_empty:.1e}')
print(f'Ring, one d electron, exact gap: U=0 {abs(half0):.3f}, with U {half_u:.3f} eV')
print(f'Ring, one d electron, Dudarev gap: {plus_u_half:.3f} eV; '
      f'site moment {moment_half:.3f} Bohr magneton')
print(f'Ring, one d electron, Dudarev shifts: {shift_half.min():.3f} and '
      f'{shift_half.max():.3f} eV')
print('verified')
```

Running it gives:

```
Lattice constant 0.51 nm; U 7.0, J 1.0, Ueff 6.0 eV
pd sigma, pi hoppings: -2.4, 1.1 eV
pp sigma, pi hoppings: 0.6, -0.1 eV
dd sigma, pi hoppings: -0.4, 0.2 eV
Fitted d level above O 2p level: 7.600 eV
Uncorrected gap (input): 4.000 eV
Conduction edge k (2pi/a): 0.000 0.000 1.000
Valence edge k (2pi/a): 0.000 0.000 1.000
Occupation per spin at Ueff=0: eg 0.0658, t2g 0.1473
Occupation per spin at full Ueff: eg 0.0430, t2g 0.1064
d electrons per Hf: 1.147 before, 0.810 after
d weight at Ueff=0: conduction edge 1.0000, valence edge 0.0000
Edge slopes: conduction 0.3527, valence 0.0000 eV/eV
Gap slope: formula 0.35266, finite difference 0.35266 eV/eV
Gap at Ueff=3.0 eV: 5.123 eV
Gap at Ueff=6.0 eV: 6.362 eV; opening 2.362 eV
First-order opening, slope times Ueff: 2.116 eV
Edge rises: conduction 2.362, valence 0.000 eV
All band rises: 0.000 to 2.742 eV; ceiling 2.742 eV
Rigid d shift 2.514 eV gives gap 6.514 eV
Moment left from polarized start: 5.8e-10 Bohr magneton
Finer mesh: gap 4.000 before, 6.362 eV after
Spin-orbit 0.3 eV: gap 3.961 before, 6.325 eV after
Charge feedback 3.0 eV/electron: corrected gap 5.556 eV
Polar O shift 0.025 nm: gap 4.189 before, 6.530 eV after
Thermal factor exp(-gap/2kT), uncorrected gap, 300 K: 2.5e-34
Ring: 4 cells, d level 6.0 eV, hopping 1.5 eV, U 6.0 eV
Ring, empty d shell, exact gap: U=0 6.000, with U 6.286 eV
Ring, empty d shell, mean-field repulsion gap: 6.448 eV
Ring, empty d shell, Dudarev gap: 8.717 eV; moment 9.9e-11
Ring, one d electron, exact gap: U=0 0.000, with U 4.707 eV
Ring, one d electron, Dudarev gap: 5.027 eV; site moment 0.938 Bohr magneton
Ring, one d electron, Dudarev shifts: -2.979 and 2.649 eV
verified
```
